# Exchange Energy and Restricted Hartree–Fock for a Two-Electron Closed-Shell Singlet: test program

```python
# Result under test (Rydberg atomic units: hbar = 2m = 1, e^2 = 2; bohr, Ry).
# Two electrons of opposite spin in one orbital phi, n = 2 phi^2:
#   E_x = -E_H/2, v_x = -v_H/2; the optimized effective potential (OEP) and
#   restricted Hartree-Fock (RHF) share phi, E and the occupied eigenvalue;
#   virtual levels differ; for He 1s2s and for Be the result fails.
# Symbols: h = -laplacian - 2Z/r; v_H Hartree potential; K exchange operator;
#   J = Coulomb self-integral of phi^2; v_scr = local potential minus (-2Z/r).
# Grid: mapped Legendre-Gauss-Lobatto; u(r_i) = c_i/sqrt(w_i), u = sqrt(4 pi) r phi;
#   W_ij = s-wave kernel 2/max(r_i, r_j) from the Poisson Green function.
import numpy as np
from scipy.linalg import eigh, cho_factor, cho_solve
from scipy.special import roots_jacobi, eval_legendre, erf
from scipy.interpolate import BarycentricInterpolator
from scipy.constants import physical_constants
from pyscf import gto, scf, lib

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]

N, L, R = 110, 4.0, 100.0
alpha = 2 * L / R
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
P = eval_legendre(N, x)
wx = 2 / (N * (N + 1) * P**2)
Dx = P[:, None] / P[None, :] / (x[:, None] - x[None, :] + np.eye(N + 1))
np.fill_diagonal(Dx, 0.0)
Dx[0, 0], Dx[-1, -1] = -N * (N + 1) / 4, N * (N + 1) / 4
jac = L * (2 + alpha) / (1 - x + alpha)**2
r = (L * (1 + x) / (1 - x + alpha))[1:-1]
w = (wx * jac)[1:-1]
stiff = (Dx.T @ ((wx / jac)[:, None] * Dx))[1:-1, 1:-1]
T = stiff / np.sqrt(np.outer(w, w))
G = cho_solve(cho_factor(stiff), np.eye(N - 1))
W = 2 * ((G + G.T) / 2 / np.outer(r, r) + 1 / R)

def local(Z, v_scr):
    return eigh(T + np.diag(-2 * Z / r + v_scr))

def parts(Z, C):
    D = C @ C.T
    n = 2 * np.diag(D)
    vH, K = W @ n, W * D
    kin, ext = 2 * np.sum(T * D), n @ (-2 * Z / r)
    EH, Ex = 0.5 * n @ vH, -np.sum(D * K)
    return dict(n=n, vH=vH, K=K, T=kin, ext=ext, EH=EH, Ex=Ex, E=kin + ext + EH + Ex)

def rhf_grid(Z, nocc):
    h = T + np.diag(-2 * Z / r)
    C = eigh(h)[1][:, :nocc]
    D = C @ C.T
    for _ in range(400):
        e, V = eigh(h + np.diag(W @ (2 * np.diag(D))) - W * D)
        Dn = V[:, :nocc] @ V[:, :nocc].T
        if np.abs(Dn - D).max() < 1e-9:
            return e, V
        D = 0.5 * (D + Dn)
    raise AssertionError("grid RHF not converged")

def rhf_gauss(symbol):
    basis = [[0, [0.02 * 2.0**k, 1.0]] for k in range(26)]
    mol = gto.M(atom=symbol + ' 0 0 0', basis={symbol: basis}, unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.init_guess, mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = '1e', 1e-10, 1e-6, 100
    mf.kernel()
    return mol, mf

def oep(Z, nocc, ratio, kmin, kmax, fix_charge):
    # Stationarity of the Hartree-Fock energy expression with respect to b in
    # v_scr = sum_k b_k 2 erf(sqrt(a_k) r)/r is a weighted least-squares problem.
    # fix_charge: allow only steps with sum_k b_k unchanged.
    a = ratio ** np.arange(kmin, kmax + 1.0)
    fun = lambda s: 2 * erf(np.sqrt(a)[None, :] * s[:, None]) / s[:, None]
    Fm = fun(r)
    eye = np.eye(len(a))
    directions = eye[:, :-1] - eye[:, 1:] if fix_charge else eye
    Fs = Fm @ directions
    m = Fs.shape[1]
    b = np.zeros(len(a))
    b[-kmin] = 2 * nocc - 1          # start: Gaussian cloud with a = 1
    history = []
    for _ in range(200):
        v = Fm @ b
        e, V = local(Z, v)
        p = parts(Z, V[:, :nocc])
        history.append(p['E'])
        M, Vv = np.diag(p['vH'] - v) - p['K'], V[:, nocc:]
        A, y = [], []
        for i in range(nocc):
            wt = 1 / np.sqrt(e[nocc:] - e[i])
            A.append(wt[:, None] * (Vv.T @ (Fs * V[:, [i]])))
            y.append(wt * (Vv.T @ (M @ V[:, i])))
        A, y = np.vstack(A), np.concatenate(y)
        s = np.linalg.norm(A, axis=0)
        damped = np.vstack((A / s, 1e-6 * np.eye(m)))   # damps the step only
        step = np.linalg.lstsq(damped, np.concatenate((y, np.zeros(m))), rcond=None)[0] / s
        b_used, b = b, b + 0.4 * directions @ step
    assert abs(history[-1] - history[-2]) < 1e-8
    homo = V[:, nocc - 1]
    shift = homo @ M @ homo          # constant from <v_x> = -<K> in the top orbital
    return p, e + shift, v + shift, (lambda s: fun(s) @ b_used + shift), history[0]

def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")

# grid validation on hydrogen
eH, VH = local(1, 0 * r)
assert np.abs(eH[:4] + 1 / np.arange(1, 5)**2).max() < 1e-7
assert np.abs(W @ VH[:, 0]**2 - 2 * (1 / r - np.exp(-2 * r) * (1 + 1 / r))).max() < 1e-7

Z = 2
print(f"He: Z = {Z}; grid {N - 1} points, box {R:.0f} bohr; 1 Ry = {RY_EV:.6f} eV")
zeta = Z - 5 / 16
E_trial = lambda z: parts(Z, local(z, 0 * r)[1][:, :1])['E']
E_zeta = 2 * zeta**2 - 4 * Z * zeta + 5 * zeta / 4
assert abs(E_trial(zeta) - E_zeta) < 1e-7
assert min(E_trial(zeta - 0.02), E_trial(zeta + 0.02)) > E_zeta + 5e-4
show("best zeta for v_s = -2 zeta/r", zeta, "1/bohr", 4)
show("E at best zeta", E_zeta, "Ry")

# four roads to helium
mol, mf = rhf_gauss('He')
dm = mf.make_rdm1()
vj, vk = mf.get_jk(mol, dm)
EH_g, Ex_g = np.sum(dm * vj), -0.5 * np.sum(dm * vk)      # hartree -> Ry included
E_g, eps_g = 2 * mf.e_tot, 2 * mf.mo_energy[0]
e_hf, V_hf = rhf_grid(Z, 1)
hf = parts(Z, V_hf[:, :1])
v_loc = 0 * r
for _ in range(200):
    e_loc, V_loc = local(Z, v_loc)
    loc = parts(Z, V_loc[:, :1])
    change = np.abs(loc['vH'] / 2 - v_loc).max()
    v_loc = 0.5 * v_loc + 0.25 * loc['vH']
assert change < 1e-8
op, e_op, v_op, v_op_at, E_start = oep(Z, 1, 2.0, -3, 9, False)

# Gaussian tolerances reflect the finite basis (missing cusp)
assert abs(Ex_g / EH_g + 0.5) < 1e-10 and abs(loc['EH'] - EH_g) < 1e-4
assert abs(loc['E'] - E_g) < 1e-5 and abs(e_loc[0] - eps_g) < 2e-5
assert abs(loc['E'] - hf['E']) < 1e-8 and abs(e_loc[0] - e_hf[0]) < 1e-7
assert abs(op['E'] - hf['E']) < 1e-6 and abs(e_op[0] - e_hf[0]) < 1e-4
assert E_start - hf['E'] > 1e-3 and E_zeta - hf['E'] > 1e-2
assert abs(2 * eps_g - loc['EH'] / 2 - loc['E']) < 5e-5 and abs(loc['E'] + loc['T']) < 1e-6
win = (r > 0.1) & (r < 3.0)
dev_oep = np.abs(v_op - op['vH'] + op['vH'] / 2)[win].max()
assert dev_oep < 2e-3            # limited by the 13-function potential basis
coords = np.column_stack((0 * r, 0 * r, r))
u_g = np.abs(mol.eval_gto('GTOval', coords) @ mf.mo_coeff[:, 0]) * r * np.sqrt(4 * np.pi)
dev_u = np.abs(u_g - np.abs(V_loc[:, 0]) / np.sqrt(w))[r < 10].max()
assert dev_u < 2e-4
c = V_hf[:, 0]
assert np.all(c[r < 12] * c[0] > 0)
mid = (r > 0.05) & (r < 5)
dev_inv = np.abs(e_hf[0] - (T @ c)[mid] / c[mid] + 2 * Z / r[mid] - v_loc[mid]).max()
assert dev_inv < 1e-5
for name, E, eps in (("RHF Gaussian", E_g, eps_g), ("RHF grid", hf['E'], e_hf[0]),
                     ("local v_H/2", loc['E'], e_loc[0]), ("numerical OEP", op['E'], e_op[0])):
    print(f"{name}: E = {E:.6f} Ry, eps_1s = {eps:.5f} Ry")
print(f"E = {loc['E'] * RY_EV:.3f} eV, eps_1s = {e_loc[0] * RY_EV:.3f} eV")
show("E at OEP starting potential", E_start, "Ry")
for key, lab in (('T', 'kinetic T'), ('ext', 'nuclear attraction'), ('EH', 'E_H'), ('Ex', 'E_x')):
    show(lab, loc[key], "Ry")
show("J", loc['EH'] / 2, "Ry")
show("E_x/E_H, Gaussian RHF", Ex_g / EH_g, "(ratio)", 8)
print(f"max |v_x(OEP) + v_H/2| on 0.1-3 bohr: {dev_oep:.1e} Ry")
print(f"max |u(Gaussian RHF) - u(local)|: {dev_u:.1e} bohr^-1/2")
print(f"max |inverted RHF potential - local| on 0.05-5 bohr: {dev_inv:.1e} Ry")

def vH_at(p, s):
    U = np.concatenate(([0.0], r * p['vH'], [2 * p['n'].sum()]))
    return BarycentricInterpolator(x, U)((s * (1 + alpha) - L) / (s + L)) / s

pts = np.array([0.1, 0.5, 1.0, 2.0, 3.0])
for s, vo, vh_o, vh in zip(pts, v_op_at(pts), vH_at(op, pts), vH_at(loc, pts)):
    print(f"r = {s:.1f} bohr: v_H = {vh:.4f}, -v_H/2 = {-vh / 2:.4f}, OEP v_x = {vo - vh_o:.4f} Ry")
tail = -10.0 * vH_at(loc, np.array([10.0]))[0] / 2
assert abs(tail + 2) < 1e-6
show("r v_x at r = 10 bohr", tail, "Ry bohr")

# finite differences along v_scr + lam g
def differences(Zn, nocc, v, g, lam=1e-3):
    pm, p0, pp = (parts(Zn, local(Zn, v + t * g)[1][:, :nocc]) for t in (-lam, 0, lam))
    return ((pp['E'] - pm['E']) / (2 * lam), (pp['E'] - 2 * p0['E'] + pm['E']) / lam**2,
            (pp['Ex'] - pm['Ex']) / (2 * lam), -0.5 * p0['vH'] @ (pp['n'] - pm['n']) / (2 * lam))

print("He at v_H/2, perturbation lam*g, lam in Ry, r in bohr:")
phi, virt, gaps = V_loc[:, 0], V_loc[:, 1:], e_loc[1:] - e_loc[0]
for name, g in (("r exp(-r)", r * np.exp(-r)),
                ("cos(2r) exp(-r/2)", np.cos(2 * r) * np.exp(-r / 2)),
                ("exp(-r)", np.exp(-r))):
    slope, curv, dEx, dEx_formula = differences(Z, 1, v_loc, g)
    amp = -(virt.T @ (g * phi)) / gaps            # first-order orbital change delta
    delta = virt @ amp
    curv_formula = 4 * np.sum(gaps * amp**2) + 8 * (phi * delta) @ W @ (phi * delta)
    print(f"g = {name}: dE/dlam = {slope:.1e}; d2E/dlam2 = {curv:.5f}, formula {curv_formula:.5f} 1/Ry")
    print(f"  dE_x/dlam = {dEx:.6f}, -(1/2) int v_H dn/dlam = {dEx_formula:.6f}")
    assert abs(slope) < 1e-5
    assert abs(curv - curv_formula) < 1e-5
    assert curv > 1e-4                            # ten times the matching tolerance
    assert abs(dEx - dEx_formula) < 1e-5
g = np.exp(-r)
v_bad = 2 * erf(r) / r
e, V = local(Z, v_bad)
p = parts(Z, V[:, :1])
Fphi = (T + np.diag(-2 * Z / r + p['vH']) - p['K']) @ V[:, 0]
grad = 4 * np.sum((V[:, 1:].T @ (g * V[:, 0])) * (V[:, 1:].T @ Fphi) / (e[0] - e[1:]))
slope_bad = differences(Z, 1, v_bad, g)[0]
print(f"He at 2 erf(r)/r, g = exp(-r): dE/dlam = {slope_bad:.6f}, formula = {grad:.6f}")
assert abs(grad - slope_bad) < 1e-5
assert abs(grad) > 1e-3

# virtual levels
for k in (2, 3, 4):
    assert -4 / k**2 < e_loc[k - 1] < -1 / k**2
    print(f"OEP eps_{k}s = {e_loc[k - 1]:.5f} Ry, bounds {-4 / k**2:.5f}, {-1 / k**2:.5f} Ry")
assert e_hf[1] > 0
assert mf.mo_energy[1] > 0
show("lowest RHF s virtual in the box", e_hf[1], "Ry", 5)

# counterexamples
p1, p2 = V_loc[:, 0], V_loc[:, 1]
J11, J22, J12 = p1**2 @ W @ p1**2, p2**2 @ W @ p2**2, p1**2 @ W @ p2**2
K12 = (p1 * p2) @ W @ (p1 * p2)
EH12 = 0.5 * (p1**2 + p2**2) @ W @ (p1**2 + p2**2)
print(f"He 1s2s: J11 = {J11:.5f}, J22 = {J22:.5f}, J12 = {J12:.5f}, K12 = {K12:.5f} Ry")
for name, sign in (("triplet", -1), ("singlet", 1)):
    ratio = (J12 + sign * K12 - EH12) / EH12
    assert abs(ratio + 0.5) > 0.05
    show(f"He 1s2s {name}: (E_ee - E_H)/E_H", ratio, "(ratio)", 4)
be = parts(4, rhf_grid(4, 2)[1][:, :2])
E_be_g = 2 * rhf_gauss('Be')[1].e_tot
print(f"Be RHF: grid {be['E']:.5f} Ry, Gaussian {E_be_g:.5f} Ry")
show("Be E_x/E_H", be['Ex'] / be['EH'], "(ratio)", 4)
assert abs(be['E'] - E_be_g) < 3e-5
assert abs(be['Ex'] / be['EH'] + 0.5) > 0.05
small, large = oep(4, 2, 2.0, -5, 9, True), oep(4, 2, 1.7, -7, 11, True)
gap_small, gap_large = small[0]['E'] - be['E'], large[0]['E'] - be['E']
show("Be OEP energy", large[0]['E'], "Ry", 5)
print(f"Be E_OEP - E_RHF: {gap_small:.5f} Ry (15 functions), {gap_large:.5f} Ry (19)")
assert gap_large > 5e-4
assert abs(gap_small - gap_large) < 2e-4
_, _, dEx, dEx_formula = differences(4, 2, large[2], g)
print(f"Be, g = exp(-r): dE_x/dlam = {dEx:.5f}, -(1/2) int v_H dn/dlam = {dEx_formula:.5f}")
assert abs(dEx - dEx_formula) > 1e-3
print("finished without a failed check")
```

Output:

```
He: Z = 2; grid 109 points, box 100 bohr; 1 Ry = 13.605693 eV
best zeta for v_s = -2 zeta/r: 1.6875 1/bohr
E at best zeta: -5.695312 Ry
RHF Gaussian: E = -5.723360 Ry, eps_1s = -1.83591 Ry
RHF grid: E = -5.723360 Ry, eps_1s = -1.83591 Ry
local v_H/2: E = -5.723360 Ry, eps_1s = -1.83591 Ry
numerical OEP: E = -5.723360 Ry, eps_1s = -1.83591 Ry
E = -77.870 eV, eps_1s = -24.979 eV
E at OEP starting potential: -5.676813 Ry
kinetic T: 5.723360 Ry
nuclear attraction: -13.498258 Ry
E_H: 4.103075 Ry
E_x: -2.051538 Ry
J: 2.051538 Ry
E_x/E_H, Gaussian RHF: -0.50000000 (ratio)
max |v_x(OEP) + v_H/2| on 0.1-3 bohr: 1.6e-06 Ry
max |u(Gaussian RHF) - u(local)|: 1.8e-05 bohr^-1/2
max |inverted RHF potential - local| on 0.05-5 bohr: 1.1e-07 Ry
r = 0.1 bohr: v_H = 6.6252, -v_H/2 = -3.3126, OEP v_x = -3.3126 Ry
r = 0.5 bohr: v_H = 5.1843, -v_H/2 = -2.5922, OEP v_x = -2.5922 Ry
r = 1.0 bohr: v_H = 3.5755, -v_H/2 = -1.7878, OEP v_x = -1.7878 Ry
r = 2.0 bohr: v_H = 1.9828, -v_H/2 = -0.9914, OEP v_x = -0.9914 Ry
r = 3.0 bohr: v_H = 1.3325, -v_H/2 = -0.6662, OEP v_x = -0.6662 Ry
r v_x at r = 10 bohr: -2.000000 Ry bohr
He at v_H/2, perturbation lam*g, lam in Ry, r in bohr:
g = r exp(-r): dE/dlam = 1.8e-10; d2E/dlam2 = 0.00228, formula 0.00228 1/Ry
  dE_x/dlam = 0.003830, -(1/2) int v_H dn/dlam = 0.003830
g = cos(2r) exp(-r/2): dE/dlam = 1.7e-10; d2E/dlam2 = 0.16634, formula 0.16634 1/Ry
  dE_x/dlam = 0.240769, -(1/2) int v_H dn/dlam = 0.240769
g = exp(-r): dE/dlam = 6.4e-09; d2E/dlam2 = 0.06756, formula 0.06756 1/Ry
  dE_x/dlam = 0.174965, -(1/2) int v_H dn/dlam = 0.174965
He at 2 erf(r)/r, g = exp(-r): dE/dlam = -0.067539, formula = -0.067539
OEP eps_2s = -0.31667 Ry, bounds -1.00000, -0.25000 Ry
OEP eps_3s = -0.12931 Ry, bounds -0.44444, -0.11111 Ry
OEP eps_4s = -0.06991 Ry, bounds -0.25000, -0.06250 Ry
lowest RHF s virtual in the box: 0.00102 Ry
He 1s2s: J11 = 2.05154, J22 = 0.37886, J12 = 0.53247, K12 = 0.04520 Ry
He 1s2s triplet: (E_ee - E_H)/E_H: -0.7212 (ratio)
He 1s2s singlet: (E_ee - E_H)/E_H: -0.6695 (ratio)
Be RHF: grid -29.14605 Ry, Gaussian -29.14605 Ry
Be E_x/E_H: -0.3727 (ratio)
Be OEP energy: -29.14486 Ry
Be E_OEP - E_RHF: 0.00120 Ry (15 functions), 0.00118 Ry (19)
Be, g = exp(-r): dE_x/dlam = 0.16139, -(1/2) int v_H dn/dlam = 0.34364
finished without a failed check
```
